Activation energy and Schottky barrier in a two-dimensional transistor

**Q.** I have a transistor with a two-dimensional n-type channel. I set the gate so that the current is easy to measure, recorded it from 250 to 350 K, and plotted ln(J/T^{3/2}) against 1/kT. The points lie on a straight line. Its slope is an activation energy, the electrons enter over a Schottky barrier, so the slope is the barrier height. What could be wrong with that?

**A.** The step from "activation energy" to "barrier height". Let us see what the slope measures. Let J be the current per width, m the effective mass, g the spin and valley degeneracy, q the positive elementary charge and k Boltzmann's constant. Energies are measured from the source Fermi level. Let E be the energy of motion along the channel, potential energy included, and τ(E) the probability that an electron from the source reaches the drain. I assume a parabolic band and conserved transverse wave number k_y. Summing over states that move towards the drain,

J = q g ∫∫ [dk_x dk_y/(2π)²] v_x τ(E) (f_S − f_D).

Since v_x = (1/ħ) ∂E/∂k_x, we have v_x dk_x = dE/ħ, and one factor 1/(2πħ) becomes 1/h. Take the source occupation as a Boltzmann factor, which requires the injected electrons to lie several kT above the Fermi level, and take qV_D ≫ kT, so that f_D drops out. The transverse integral is Gaussian:

∫ (dk_y/2π) exp(−ħ²k_y²/2mkT) = √(2πmkT)/h.

Therefore

J = (q g/h²) √(2πmkT) ∫ τ(E) e^{−E/kT} dE.

**Q.** Where is the T^{3/2} that I divided by?

**A.** It appears if τ is a sharp step, zero below a top energy E_m and one above it. The integral is then kT e^{−E_m/kT}, and

J = (q g/h²) √(2πm) (kT)^{3/2} e^{−E_m/kT}.

Your plot then has slope −E_m. For a general τ, write β = 1/kT. The prefactor of J varies as T^{1/2}, so J/T^{3/2} is proportional to β ∫ τ e^{−βE} dE. If τ does not depend on temperature,

E_A = −∂ ln(J/T^{3/2})/∂β
= −1/β + ∫ E τ e^{−βE} dE / ∫ τ e^{−βE} dE
= ⟨E⟩ − kT.

The average is taken over the electrons that carry the current. The slope tells you their mean E, which leaves out the energy of transverse motion, less kT. It is a barrier top if they all pass over a sharp top.

**Q.** They do have to get past the contact. Why would the top not be the contact barrier?

**A.** Because the gate moves the band in the channel, while the band edge at the metal stays at the barrier height Φ_B. Call the edge deep in the channel E_ch. As long as mobile charge is small,

E_ch = Φ_B − q(V_G − V_FB)/γ,

where γ ≥ 1 describes how much gate voltage is needed per volt of band movement. At the flat-band voltage V_FB the two edges coincide. Between contact and channel I use the model profile

E_c(x) = E_ch + (Φ_B − E_ch) e^{−x/λ},

with bending length λ. The channel is long compared with the tunnelling distances, so there is no direct tunnelling from source to drain. I neglect scattering in the channel and take the drain contact as ideal.

For V_G < V_FB the channel edge lies above Φ_B. The band rises away from the metal, and an electron that has cleared the contact must still climb to E_ch. With a sharp threshold there,

E_A = E_ch = Φ_B + q(V_FB − V_G)/γ > Φ_B.

Here the slope of your plot is the height of the channel. It changes with gate voltage at the rate −q/γ.

**Q.** Then I should simply turn the device on. With the channel edge below Φ_B, the contact is the highest point, and the activation energy should settle at Φ_B.

**A.** It would settle if the electrons had to go over the top. But the band now falls away from the metal, and the barrier has a finite width at every energy between E_ch and Φ_B. Let D = Φ_B − E_ch and ε = E − E_ch, with 0 < ε < D. In the WKB approximation

τ = exp{−(2√(2m)/ħ) ∫₀^{x_t} √(D e^{−x/λ} − ε) dx}, with x_t = λ ln(D/ε).

Put u = √(D e^{−x/λ} − ε). Then u² + ε = D e^{−x/λ}, and differentiating gives 2u du = −(u² + ε) dx/λ, so dx = −2λu du/(u² + ε). The limits run from u = √(D−ε) at the metal to u = 0 at the turning point. The minus sign reverses them:

∫₀^{x_t} √(D e^{−x/λ} − ε) dx = 2λ ∫₀^{√(D−ε)} u²/(u² + ε) du.

Writing u²/(u² + ε) = 1 − ε/(u² + ε) and integrating each term,

τ = exp{−(4λ√(2m)/ħ) [√(D−ε) − √ε arctan√((D−ε)/ε)]}.

Above Φ_B I set τ = 1. Electrons below the top are less likely to get through, but there are more of them by the Boltzmann factor. A small τ can therefore still carry much of the current.

**Q.** How far does that pull the slope down?

**A.** Split the current at Φ_B. Let f_t be the fraction carried by tunnelling and ⟨E⟩_t the mean energy of that part. The part above the top has τ = 1, so its mean energy is Φ_B + kT. Hence

⟨E⟩ = f_t ⟨E⟩_t + (1 − f_t)(Φ_B + kT).

Insert this into E_A = ⟨E⟩ − kT and subtract from Φ_B:

Φ_B − E_A = f_t (Φ_B + kT − ⟨E⟩_t).

Since ⟨E⟩_t < Φ_B, the bracket is larger than kT. Any tunnelling fraction lowers E_A below Φ_B in this model, and the shift vanishes when f_t does.

There is also a lower bound. The probability τ does not decrease with energy, so (ε − kT)[τ(ε) − τ(kT)] is never negative. Multiply by e^{−βε} and integrate over ε from zero to infinity. The term with the constant τ(kT) vanishes, because ∫(ε − kT)e^{−βε} dε = 1/β² − kT/β = 0. What remains says that ⟨ε⟩ ≥ kT, or E_A ≥ E_ch. In this model, the measured energy above flat band thus lies between the channel edge and the contact barrier. The bending length helps decide where.

**Q.** Give me numbers. My line was straight, after all.

**A.** Take round model parameters: Φ_B = 0.30 eV, m = 0.5 electron masses, g = 2, γ = 2, V_FB = −0.50 V and λ = 3 nm. I calculate currents between 250 and 350 K and fit them as you did.

At V_G = −0.80 V the channel edge is

E_ch = 0.30 eV + (0.30/2) eV = 0.45 eV,

and the fit gives 0.450 eV, which is 0.15 eV too high if read as Φ_B. At −0.50 V it gives 0.300 eV. At −0.35 V it gives 0.268 eV, and at −0.20 V, where E_ch = 0.15 eV, it gives 0.234 eV. The last value is 0.066 eV below the barrier, an error of 22% relative to Φ_B.

The decomposition accounts for this at 300 K, where kT = 0.0259 eV. At V_G = −0.20 V the tunnelling fraction is 0.859 and the mean energy of the tunnelling electrons is 0.2503 eV, so

Φ_B − E_A = 0.859 × (0.3000 + 0.0259 − 0.2503) eV = 0.065 eV.

The local slope at 300 K is indeed 0.235 eV. The fit over the whole range differs slightly because the slope depends on temperature.

**Q.** If it depends on temperature, the plot must be curved. A straight line would then rule out tunnelling.

**A.** It is curved, but look at the size of the effect. The local E_A rises from 0.229 eV at 250 K to 0.239 eV at 350 K. The straight-line fit still has R² = 0.99996. A high R² therefore does not show that E_A is constant, and it does not say which edge or which electrons set its value.

The curvature has a definite origin. Differentiating the average gives ∂⟨E⟩/∂β = −σ², where σ² is the variance of E over the current. Since ∂β/∂(kT) = −1/(kT)²,

∂E_A/∂(kT) = σ²/(kT)² − 1.

For a sharp top σ = kT, and E_A is constant. Here E_A rises overall, because tunnelling spreads the current over a range of energies wider than kT.

**Q.** Could I at least use one fixed gate voltage to compare different contacts?

**A.** Not from the slopes alone. Below flat band the slope is the height of the channel and not of the contact. Above flat band it also depends on the bending length. Keep Φ_B = 0.30 eV and V_G = −0.20 V, and change λ alone. The fitted energies are 0.184 eV for λ = 1 nm, 0.234 eV for 3 nm and 0.275 eV for 10 nm. You would report three barriers where there is one. The thin barrier brings E_A towards the channel edge at 0.15 eV, and the thick one brings it towards Φ_B.

**Q.** So I should measure at flat band. But V_FB is not written on the device.

**A.** You look for it in the curve E_A(V_G). With τ = 1 above the top, this curve is a straight line of slope −q/γ below flat band. Above flat band tunnelling starts and E_A falls more slowly than the line. The end of the straight part then estimates V_FB, and E_A read there estimates Φ_B.

There is a check on the straight part. In that regime J is proportional to e^{−E_ch/kT} at fixed temperature, so ln J rises with gate voltage at the rate q/(γkT). The gate voltage per decade of current is therefore

S = γ (kT/q) ln 10,

which is 2 × 0.0259 V × 2.303 = 0.119 V here at 300 K. With τ = 1 above the top, the γ from the current at one temperature should agree with the γ from the slope of E_A(V_G). If it does not, the straight part is not the simple thermionic regime assumed here. The check is not sharp. Above flat band the two values differ clearly (6.5 from the current and 4.6 from E_A at V_G = −0.30 V in the WKB model), but reflection at the metal, treated below, also separates them somewhat below flat band (2.36 and 2.18 at −0.60 V in the wave model), and more so as flat band is approached.

**Q.** Then I take the first point that leaves the line, and the barrier is exact?

**A.** No, because E_A goes on falling while the departure grows to a size that you can recognise. Let us first look very close to flat band, where the barrier is low. The largest WKB exponent is at ε = 0:

S₀ = 4λ√(2mD)/ħ.

It vanishes as D → 0, and τ ≥ e^{−S₀} throughout the barrier. We can bound the departure from the line. In

E_A − E_ch = ∫(ε − kT) τ e^{−βε} dε / ∫ τ e^{−βε} dε

write τ = 1 − (1 − τ). The 1 contributes nothing to the numerator, as before. The rest is ∫(kT − ε)(1 − τ)e^{−βε} dε over 0 < ε < D, which is at most kT D(1 − e^{−S₀}). The denominator is at least kT e^{−S₀}. So

E_A − E_ch ≤ D (e^{S₀} − 1).

As D → 0 the departure is a vanishing fraction of the band movement, so in the WKB model the measured energy at first continues down the old line. This holds only as a limit: S₀ already reaches one at D = ħ²/(32mλ²), which is only 0.5 meV for λ = 3 nm. By then E_A falls clearly more slowly than the line, but it still falls, and the departure has to build up before you notice it.

Suppose that you can recognise a departure of 10 meV. In the WKB model with λ = 3 nm you find it at V_G = −0.461 V instead of −0.50 V, and you read 0.290 eV, about 10 meV too low. For λ = 10 nm the reading is 4 meV too low, and for λ = 1 nm it is 26 meV too low. The thinnest barrier gives the largest error of the three, because it is the easiest to tunnel through. E_A then follows the channel edge more closely, and the band must move further before the departure reaches 10 meV. These errors belong to the WKB model, this profile and this criterion. WKB leaves out reflection at the metal, which can change even the sign of the error, as the next answer shows. The values are not corrections to apply to data.

**Q.** You set τ = 1 above the top. Electrons are waves, and some should be reflected at the metal.

**A.** Yes, and this affects even the flat-band value. Let u = E − Φ_B and suppose that τ(u) starts from zero at the top. Define the local power p(u) = d ln τ/d ln u. Since (uτ)′ = τ(1 + p), integration by parts gives

∫ uτ e^{−βu} du = kT ∫ τ(1 + p) e^{−βu} du.

Dividing by ∫ τ e^{−βu} du yields ⟨u⟩ = kT(1 + ⟨p⟩), and so at flat band

E_A = Φ_B + ⟨p⟩ kT.

For an abrupt step between two regions with equal mass, with wave numbers k₁ in the metal and k₂ in the channel,

τ = 4k₁k₂/(k₁ + k₂)².

Let r = k₂/k₁ = √(u/(u + W)), where W is the height of the step. Then τ = 4r/(1 + r)², so d ln τ/d ln r = (1 − r)/(1 + r), while d ln r/d ln u = (1 − r²)/2. The product of the two is p = (1 − r)²/2. It starts at 1/2 at the top and falls towards zero as r rises towards one, so the shift lies between zero and kT/2 = 13 meV at 300 K.

I solved the Schrödinger equation for the same band profile joined to a model metal whose band bottom lies 1 eV below the Fermi level. At flat band E_A is 0.309 eV, a shift of 9 meV, within that range. The curve E_A(V_G) has then already left the line E_A = E_ch by almost 10 meV. The 10 meV criterion is therefore met close to flat band, and for λ = 3 nm the reading is about 9 meV too high, where WKB alone made it too low. At V_G = −0.80 V it is 0.4505 eV. At −0.20 V it is 0.226 eV, which is 9 meV lower than the WKB value at the same temperature. So the correction does not have one sign at all gate voltages. At these three voltages it stays below kT, and the order is unchanged: above Φ_B in the off state, close to Φ_B at flat band, below Φ_B in the on state.

**Q.** Flat band removes the tunnelling error but leaves an uncertainty from the prefactor. Does my drain voltage enter there too?

**A.** It does if it is small. With Boltzmann occupations and the same τ for both directions, f_S − f_D gives the extra factor 1 − e^{−βqV_D}. Its contribution to the slope is

−∂ ln(1 − e^{−βqV_D})/∂β = −qV_D e^{−βqV_D}/(1 − e^{−βqV_D})
= −qV_D/(e^{βqV_D} − 1).

For qV_D ≫ kT this vanishes. For qV_D ≪ kT the denominator becomes βqV_D, and the contribution tends to −kT. At V_D = 0.01 V and 300 K it is −0.021 eV, so the T^{3/2} plot gives 0.279 eV at flat band instead of 0.300 eV. This error has nothing to do with tunnelling. You remove it by dividing the current by the drain factor. In the limit of very small bias, J ∝ T^{3/2} × qV_D/kT × e^{−Φ_B/kT}, and plotting ln(J/T^{1/2}) does the same.

A large drain bias has its own risk. I assumed that it leaves the bands near the source alone. If it changes them, V_FB and the tunnelling change with it, so the result should be compared at several drain voltages.

**Q.** What else must hold before I call the flat-band value the barrier?

**A.** First, the band edges must not move with temperature. For a sharp top E_m(T), the logarithm contains −βE_m, and

E_A = ∂(βE_m)/∂β = E_m + β ∂E_m/∂β.

If the contact barrier varies as Φ_B = Φ₀ − aT and remains the top at all temperatures of the fit, then βΦ_B = βΦ₀ − a/k, and the slope gives Φ₀. That is the straight-line extrapolation to zero temperature, and not the barrier at the temperature of the measurement.

Mobile charge can also move the channel edge. For an estimate, fill the channel as in equilibrium with the source. This overestimates the charge in the present model, where electrons enter through the barrier and leave at the drain without returning. Take a gate capacitance C of 3.45 μF/cm² and let γ come from further capacitance in parallel, so that the channel sees γC in total. An electron density n then shifts the edge by q²n/(γC), which is 1.0 meV at V_G = −0.20 V and 350 K. The shift δ is proportional to the equilibrium density, hence to β^{−1}e^{−βE_ch}, so

δ + β ∂δ/∂β = −βE_ch δ.

With βE_ch ≈ 5, the slope would change by about −5 meV if the current followed the channel edge fully. That is small beside the 66 meV error at this gate voltage, but it grows as the channel fills, and then the linear gate law fails.

Second, the contact must have one barrier. I have left out scattering in the channel, a barrier that varies along the contact, image-force lowering, tunnelling through defects, and series resistance. Each can change the temperature dependence. Image-force lowering vanishes at flat band, where no field pulls the electrons away from the metal. Just above flat band it lowers the top and so delays the departure from the line, and this can outweigh the tunnelling estimate above. Add a classical image potential −a/x, with a = 0.36 eV nm divided by the relative permittivity. The barrier then rises above the channel edge only when D e^{−x/λ} > a/x somewhere, that is for D > e a/λ with e = 2.718, which is 33 meV for permittivity 10 and λ = 3 nm. In WKB the 10 meV reading is then about 55 meV too low instead of 10 meV. Screening at a real two-dimensional contact differs from this formula, so the figure gives a scale and not a correction. Finding flat band does not in general remove the other effects.

**Q.** Then what should I do with my one straight line?

**A.** Report it as the activation energy at that gate voltage and drain bias. To get a barrier, measure the temperature dependence at many gate voltages, starting well below flat band. Find the straight part of E_A(V_G) and check its γ against the current at fixed temperature, expecting close agreement only well below flat band. The check matters, because a stretch above flat band can look straight too. Read E_A where the straight part ends, and include the late departure, image-force lowering and the prefactor in the uncertainty. If you have an independent estimate of λ, fit the whole curve with a tunnelling model as well. If the straight part is missing from your data, you have not located flat band, and the slope alone does not give you Φ_B. The values for all five gate voltages are in the numerical output below.

Computed values

```
Barrier PHI = 0.300 eV; flat-band voltage = -0.50 V; gamma = 2.0
Mass = 0.50 m_e; degeneracy g = 2; lambda = 3.0 nm
kT at 300 K = 0.02585 eV
Flat-band saturated current at 300 K = 3.0031e-03 uA/um
Arrhenius fits, 250 to 350 K; tunnelling fraction at 300 K:
  V_G = -0.80 V: E_ch = 0.450 eV, E_A = 0.4500 eV, E_A-PHI = +0.1500 eV, fraction = 0.0000
  V_G = -0.65 V: E_ch = 0.375 eV, E_A = 0.3750 eV, E_A-PHI = +0.0750 eV, fraction = 0.0000
  V_G = -0.50 V: E_ch = 0.300 eV, E_A = 0.3000 eV, E_A-PHI = +0.0000 eV, fraction = 0.0000
  V_G = -0.35 V: E_ch = 0.225 eV, E_A = 0.2681 eV, E_A-PHI = -0.0319 eV, fraction = 0.6523
  V_G = -0.20 V: E_ch = 0.150 eV, E_A = 0.2343 eV, E_A-PHI = -0.0657 eV, fraction = 0.8594
R^2 of the fit at V_G = -0.20 V = 0.999960
At V_G = -0.20 V, 300 K: local E_A = 0.2351 eV
  mean energy of tunnelling carriers = 0.2503 eV
  PHI - E_A from the decomposition = 0.0649 eV
  local E_A at 250 K = 0.2289 eV; at 350 K = 0.2394 eV
Effect of lambda: fitted E_A at V_G = -0.20 V, and 10 meV departure reading:
  lambda =  1.0 nm: E_A = 0.1840 eV; departure at V_G = -0.4279 V, reading = 0.2739 eV, PHI-reading = 26.06 meV
  lambda =  3.0 nm: E_A = 0.2343 eV; departure at V_G = -0.4609 V, reading = 0.2905 eV, PHI-reading = 9.53 meV
  lambda = 10.0 nm: E_A = 0.2748 eV; departure at V_G = -0.4727 V, reading = 0.2964 eV, PHI-reading = 3.64 meV
Flat-band E_A from the sum over states, V_D = 0.50 V: 0.3000 eV
Same T^(3/2) analysis at V_D = 0.01 V: 0.2788 eV
  predicted lowering by small drain bias = 0.0212 eV
Wave calculation, metal band bottom = -1.0 eV, 300 K:
  E_A at V_G = -0.80 V: 0.4505 eV
  E_A at V_G = -0.50 V: 0.3094 eV
  E_A at V_G = -0.20 V: 0.2264 eV
Gate capacitance for 1 nm equivalent oxide = 3.453 uF/cm^2
Mobile-charge band shift at V_G = -0.20 V, 350 K = 1.011 meV
```
